# Is every smooth density the density of a pure ground state?: verification in Python

```python
"""
Result under test: the average density of a degenerate ground multiplet can be
ensemble v-representable without being the density of any pure ground state.
Main system: two spin-up electrons in a harmonic trap, omega = 1/4, with full
Coulomb repulsion. Atomic units (hbar = m = e = 1) are used inside the program.
Ground states: psi_c ~ (c.r)(1 + r/4) exp(-r^2/16) exp(-R^2/4), r = r1 - r2,
R = (r1 + r2)/2, c a complex unit vector. Claimed density:
    rho_c(x) = A(x) + B(x) (|c.n|^2 - 1/3),  n = x/|x|,  average = A(x).
Any pure state with density A should cost at least gap*(d/(2N))^2 more energy
than the ensemble; d = smallest integrated |rho_c - A|, N = electron number.
A particle on an icosahedron tests this cost by direct minimisation.
The boron atom tests how free spin can remove the obstruction.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from scipy.special import spherical_in
from pyscf import gto, fci

rng = np.random.default_rng(7)
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
omega = 0.25
n_el = 2


def gauss_grid(upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (nodes + 1), 0.5 * upper * weights


# ---------- exact two-electron states ----------
r, wr = gauss_grid(30.0, 240)
g = 1 + r / 4
norm2 = 1 / (4 * np.pi / 3 * np.sum(wr * r**4 * g**2 * np.exp(-r**2 / 8)))
cm2 = (2 * omega / np.pi) ** 1.5


def psi(c, r1, r2):
    rel = r1 - r2
    s2 = np.sum(rel**2, axis=-1)
    big2 = np.sum(((r1 + r2) / 2) ** 2, axis=-1)
    radial = (1 + np.sqrt(s2) / 4) * np.exp(-s2 / 16 - big2 / 4)
    return np.sqrt(norm2 * cm2) * (rel @ c) * radial


c_test = np.array([0.5 + 0.2j, -0.3 + 0.6j, 0.4 - 0.1j])
c_test = c_test / np.linalg.norm(c_test)

# Local energy from second differences of the two-electron function.
local_energies = []
step = 2e-3
for point in ([0.7, -0.4, 1.1, -0.9, 0.8, 0.2], [1.5, 0.3, -0.6, 0.1, -1.2, 1.4]):
    q = np.array(point)
    centre = psi(c_test, q[:3], q[3:])
    lap = 0
    for k in range(6):
        dq = np.zeros(6)
        dq[k] = step
        plus, minus = q + dq, q - dq
        lap += (psi(c_test, plus[:3], plus[3:]) + psi(c_test, minus[:3], minus[3:])
                - 2 * centre) / step**2
    pot = 0.5 * omega**2 * np.sum(q**2) + 1 / np.linalg.norm(q[:3] - q[3:])
    local_energies.append(-0.5 * lap / centre + pot)
energy = 5 * omega
assert np.max(np.abs(np.array(local_energies) - energy)) < 1e-5

# Relative-motion levels from a finite-difference radial Hamiltonian.
h = 0.01
grid = h * np.arange(1, 3000)


def relative_levels(l):
    diagonal = 2 / h**2 + l * (l + 1) / grid**2 + omega**2 * grid**2 / 4 + 1 / grid
    off = -np.ones(len(grid) - 1) / h**2
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 1))


lev0, lev1, lev3 = [relative_levels(l) for l in (0, 1, 3)]
assert abs(lev1[0] + 1.5 * omega - energy) < 1e-4
assert lev0[0] < lev1[0] < lev3[0]
relative_gap = min(lev1[1] - lev1[0], lev3[0] - lev1[0])
assert relative_gap > omega + 0.01
gap = omega


# ---------- density formula against direct integration ----------
def radial_parts(x):
    x = np.atleast_1d(x)[:, None]
    common = 8 * np.pi * norm2 * cm2 * wr * r**4 * g**2 * np.exp(-r**2 / 4)
    common = common * np.exp(-x**2 / 2)
    a = np.sum(common * spherical_in(0, x * r / 2), axis=1) / 3
    b = np.sum(common * spherical_in(2, x * r / 2), axis=1)
    return a, b


axis = np.linspace(-14, 14, 81)
mesh = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1).reshape(-1, 3)
cell = (axis[1] - axis[0]) ** 3


def direct_density(c, x):
    return 2 * cell * np.sum(np.abs(psi(c, x, mesh)) ** 2)


for x_vec in (np.array([0.8, -0.5, 1.3]), np.array([-2.1, 1.0, 0.6])):
    dist = np.linalg.norm(x_vec)
    a0, b0 = [v[0] for v in radial_parts(dist)]
    formula = a0 + b0 * (abs(c_test @ x_vec / dist) ** 2 - 1 / 3)
    assert abs(direct_density(c_test, x_vec) / formula - 1) < 1e-5
    average = np.mean([direct_density(e, x_vec) for e in np.eye(3)])
    assert abs(average / a0 - 1) < 1e-5
    normal = np.cross(c_test.real, c_test.imag)
    normal = normal / np.linalg.norm(normal)
    dip = direct_density(c_test, dist * normal) - average
    assert dip < 0 and abs(dip + b0 / 3) < 1e-6

x, wx = gauss_grid(14.0, 140)
A, B = radial_parts(x)
assert np.all(B > 0)
number = 4 * np.pi * np.sum(wx * x**2 * A)
assert abs(number - n_el) < 1e-8

# Ensemble internal energy by two routes.
external = 0.5 * omega**2 * 4 * np.pi * np.sum(wx * x**4 * A)
f_ens = energy - external
expo = np.exp(-r**2 / 16)
u = (r**2 + r**3 / 4) * expo
du = (2 * r + 0.75 * r**2 - r / 8 * (r**2 + r**3 / 4)) * expo
u_norm = np.sum(wr * u**2)
kinetic = 0.75 * omega + np.sum(wr * (du**2 + 2 * u**2 / r**2)) / u_norm
repulsion = np.sum(wr * u**2 / r) / u_norm
assert abs(kinetic + repulsion - f_ens) < 1e-8

# Smallest angular deviation: principal weights are (lam, 1-lam, 0).
mu = (np.arange(400) + 0.5) / 200 - 1
phi = (np.arange(400) + 0.5) * 2 * np.pi / 400
MU, PHI = np.meshgrid(mu, phi, indexing="ij")
lams = np.linspace(0, 1, 21)
deviations = []
for lam in lams:
    shape = (1 - MU**2) * (lam * np.cos(PHI)**2 + (1 - lam) * np.sin(PHI)**2)
    deviations.append(4 * np.pi * np.mean(np.abs(shape - 1 / 3)))
angular_min = 8 * np.pi / (9 * np.sqrt(3))
assert abs(lams[np.argmin(deviations)] - 0.5) < 1e-12
assert abs(min(deviations) - angular_min) < 2e-4
d_min = angular_min * np.sum(wx * x**2 * B)
cost_bound = gap * (d_min / (2 * n_el)) ** 2
assert cost_bound > 0

# ---------- finite model: one particle on an icosahedron ----------
golden = (1 + np.sqrt(5)) / 2
base = [(0, s, t * golden) for s in (-1, 1) for t in (-1, 1)]
verts = np.array([np.roll(b, k) for b in base for k in range(3)])
distance = np.linalg.norm(verts[:, None] - verts[None], axis=-1)
hop = (np.abs(distance - 2) < 1e-9).astype(float)
assert np.all(hop.sum(axis=1) == 5)
site_e, site_v = np.linalg.eigh(hop)
assert site_e[2] - site_e[0] < 1e-10 and site_e[3] - site_e[0] > 1
triplet = site_v[:, :3]
assert np.allclose(np.sum(triplet**2, axis=1) / 3, 1 / 12)


def uniform_density_minimum(components):
    """Lowest hopping energy with density 1/12 at every site."""
    def objective(flat):
        raw = flat.reshape(12, components)
        length = np.linalg.norm(raw, axis=1, keepdims=True)
        s = raw / length
        value = np.sum(s * (hop @ s)) / 12
        grad = 2 * (hop @ s) / 12
        grad = (grad - np.sum(grad * s, axis=1, keepdims=True) * s) / length
        return value, grad.ravel()
    return min(minimize(objective, rng.normal(size=12 * components), jac=True,
                        method="L-BFGS-B",
                        options={"ftol": 1e-15, "gtol": 1e-9, "maxiter": 2000}).fun
               for _ in range(40))


pure_site = uniform_density_minimum(2)
spin_site = uniform_density_minimum(4)
coeff = rng.normal(size=(3, 100000)) + 1j * rng.normal(size=(3, 100000))
coeff = coeff / np.linalg.norm(coeff, axis=0)
d_site = np.min(np.sum(np.abs(np.abs(triplet @ coeff) ** 2 - 1 / 12), axis=0))
bound_site = (site_e[3] - site_e[0]) * (d_site / 2) ** 2
cost_site = pure_site - site_e[0]
assert cost_site > bound_site > 1e-4
assert abs(spin_site - site_e[0]) < 1e-6

n_pot = 4000
strength = 10 ** rng.uniform(-3, 1, size=(n_pot, 1))
potentials = strength * rng.normal(size=(n_pot, 12))
matrices = hop[None] + potentials[:, :, None] * np.eye(12)[None]
ground = np.linalg.eigh(matrices)[1][:, :, 0]
closest = np.min(np.max(np.abs(ground**2 - 1 / 12), axis=1))
assert closest > 0.01

# ---------- boron: valence full CI with a spherical frozen core ----------
mol = gto.M(atom="B 0 0 0", basis="cc-pvdz", charge=3, spin=0, verbose=0)
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e")
dm = np.zeros_like(S)
for _ in range(80):
    field = (np.einsum("pqrs,rs->pq", eri_ao, dm)
             - 0.5 * np.einsum("prqs,rs->pq", eri_ao, dm))
    orbitals = eigh(h_core + field, S)[1]
    dm_new = 2 * np.outer(orbitals[:, 0], orbitals[:, 0])
    change = np.max(np.abs(dm_new - dm))
    dm = dm_new
assert change < 1e-9
field = (np.einsum("pqrs,rs->pq", eri_ao, dm)
         - 0.5 * np.einsum("prqs,rs->pq", eri_ao, dm))
core_energy = np.sum(dm * (h_core + 0.5 * field))
active = orbitals[:, 1:]
n_orb = active.shape[1]
h1 = active.T @ (h_core + field) @ active
h2 = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, active, active, active, active,
               optimize=True)
up, down = (2, 1), (1, 2)
address, ci_matrix = fci.direct_spin1.pspace(h1, h2, n_orb, up, np=5000)
ci_e, ci_v = eigh(ci_matrix)
assert ci_e[2] - ci_e[0] < 1e-7 and ci_e[3] - ci_e[0] > 0.01
n_up = n_orb * (n_orb - 1) // 2
assert len(address) == n_up * n_orb
states = []
for k in range(3):
    vector = np.zeros(n_up * n_orb)
    vector[address] = ci_v[:, k]
    states.append(vector.reshape(n_up, n_orb))
X, Y, Z = states
Z_flip = np.ascontiguousarray(Z.T)
flip_energy = fci.direct_spin1.energy(h1, h2, Z_flip, n_orb, down)
assert abs(flip_energy - ci_e[0]) < 1e-7

rdm = fci.direct_spin1.make_rdm1
trans = fci.direct_spin1.trans_rdm1
circular = 0.5 * (rdm(X, n_orb, up) + rdm(Y, n_orb, up)
                  + 1j * (trans(X, Y, n_orb, up) - trans(Y, X, n_orb, up)))
entangled = 2 / 3 * circular + 1 / 3 * rdm(Z_flip, n_orb, down)
mean_rdm = sum(rdm(s, n_orb, up) for s in states) / 3
k = np.arange(1000)
cos_t = 1 - (2 * k + 1) / 1000
angle = k * np.pi * (3 - np.sqrt(5))
sin_t = np.sqrt(1 - cos_t**2)
radius_b = 1.5
points = radius_b * np.stack([sin_t * np.cos(angle), sin_t * np.sin(angle), cos_t], 1)
ao = mol.eval_gto("GTOval_sph", points)
mo = ao @ active
core_density = np.einsum("gp,pq,gq->g", ao, dm, ao)


def atom_density(matrix):
    value = np.einsum("gp,pq,gq->g", mo, matrix, mo) + core_density
    assert np.max(np.abs(np.imag(value))) < 1e-9
    return np.real(value)


def spread(values):
    return (values.max() - values.min()) / values.mean()


rho_circ, rho_ent, rho_mean = map(atom_density, (circular, entangled, mean_rdm))
assert spread(rho_circ) > 0.01
assert spread(rho_mean) < 1e-6 and spread(rho_ent) < 1e-6
assert np.max(np.abs(rho_ent - rho_mean)) < 1e-7

# ---------- report ----------
print("TWO SPIN-UP ELECTRONS IN A HARMONIC TRAP")
print(f"hbar*omega = {omega:.4f} hartree = {omega * EV:.4f} eV")
print(f"bohr radius a0 = {ANGSTROM:.6f} angstrom")
print(f"ground energy, exact = {energy:.6f} hartree = {energy * EV:.4f} eV")
print(f"ground energy, radial grid = {lev1[0] + 1.5 * omega:.6f} hartree")
print(f"local energies = {local_energies[0].real:.6f}, "
      f"{local_energies[1].real:.6f} hartree")
print(f"relative level l=0 (opposite spins) = {lev0[0]:.6f} hartree")
print(f"relative level l=1 = {lev1[0]:.6f} hartree")
print(f"relative level l=3 = {lev3[0]:.6f} hartree")
print(f"lowest relative excitation, odd l = {relative_gap:.6f} hartree")
print(f"gap above triplet (centre of mass) = {gap:.6f} hartree")
print(f"integral of average density = {number:.8f} electrons")
print("radius (bohr), A and B (bohr^-3), unavoidable dip B/(3A) (percent):")
for xx in (1.0, 2.0, 3.0, 4.0):
    aa, bb = [v[0] for v in radial_parts(xx)]
    print(f"  {xx:.1f}  {aa:.7f}  {bb:.7f}  {100 * bb / (3 * aa):.3f}")
print(f"external energy of average density = {external:.6f} hartree")
print(f"ensemble kinetic energy = {kinetic:.6f} hartree")
print(f"ensemble repulsion energy = {repulsion:.6f} hartree")
print(f"F_ens[average density] = {f_ens:.6f} hartree")
print(f"smallest integrated density difference d = {d_min:.6f} electrons")
print(f"lower bound on pure-state cost = {cost_bound:.4e} hartree "
      f"= {1000 * cost_bound * EV:.3f} meV")
print("ONE PARTICLE ON AN ICOSAHEDRON (energies in hopping t)")
print(f"triplet ground energy = {site_e[0]:.6f} t")
print(f"gap above triplet = {site_e[3] - site_e[0]:.6f} t")
print(f"best spinless pure state, uniform density = {pure_site:.6f} t")
print(f"pure-state cost found = {cost_site:.6f} t")
print(f"smallest sampled density difference d = {d_site:.6f} particles")
print(f"cost estimate from sampled d = {bound_site:.6f} t")
print(f"best spin-1/2 pure state, uniform density = {spin_site:.6f} t")
print(f"random potentials tried = {n_pot} (count)")
print(f"closest approach, largest site error = {closest:.5f} particles")
print("BORON, FROZEN-CORE FULL CI, cc-pVDZ")
print(f"2P energy = {core_energy + ci_e[0]:.6f} hartree")
print(f"splitting inside 2P triplet = {ci_e[2] - ci_e[0]:.1e} hartree")
print(f"next level above 2P = {(ci_e[3] - ci_e[0]) * EV:.3f} eV")
print(f"radius for angular test = {radius_b:.2f} bohr")
print(f"average density there = {rho_mean.mean():.6f} bohr^-3")
print(f"angular spread, circular fixed-M_S state = {100 * spread(rho_circ):.2f} percent")
print(f"angular spread, spin-entangled state = {100 * spread(rho_ent):.1e} percent")
print("done: every assertion held")
```

Output:

```
TWO SPIN-UP ELECTRONS IN A HARMONIC TRAP
hbar*omega = 0.2500 hartree = 6.8028 eV
bohr radius a0 = 0.529177 angstrom
ground energy, exact = 1.250000 hartree = 34.0142 eV
ground energy, radial grid = 1.250000 hartree
local energies = 1.250000, 1.250000 hartree
relative level l=0 (opposite spins) = 0.714262 hartree
relative level l=1 = 0.875000 hartree
relative level l=3 = 1.303348 hartree
lowest relative excitation, odd l = 0.428348 hartree
gap above triplet (centre of mass) = 0.250000 hartree
integral of average density = 2.00000000 electrons
radius (bohr), A and B (bohr^-3), unavoidable dip B/(3A) (percent):
  1.0  0.0155765  0.0076009  16.266
  2.0  0.0121573  0.0157525  43.191
  3.0  0.0061756  0.0115840  62.526
  4.0  0.0018667  0.0041648  74.371
external energy of average density = 0.566069 hartree
ensemble kinetic energy = 0.448208 hartree
ensemble repulsion energy = 0.235723 hartree
F_ens[average density] = 0.683931 hartree
smallest integrated density difference d = 0.427218 electrons
lower bound on pure-state cost = 2.8518e-03 hartree = 77.601 meV
ONE PARTICLE ON AN ICOSAHEDRON (energies in hopping t)
triplet ground energy = -2.236068 t
gap above triplet = 1.236068 t
best spinless pure state, uniform density = -2.000000 t
pure-state cost found = 0.236068 t
smallest sampled density difference d = 0.307123 particles
cost estimate from sampled d = 0.029148 t
best spin-1/2 pure state, uniform density = -2.236068 t
random potentials tried = 4000 (count)
closest approach, largest site error = 0.07615 particles
BORON, FROZEN-CORE FULL CI, cc-pVDZ
2P energy = -24.589765 hartree
splitting inside 2P triplet = 5.3e-15 hartree
next level above 2P = 3.517 eV
radius for angular test = 1.50 bohr
average density there = 0.052616 bohr^-3
angular spread, circular fixed-M_S state = 37.08 percent
angular spread, spin-entangled state = 3.2e-13 percent
done: every assertion held
```
